Why a ternary effective diffusivity diverges at a concentration extremum

**Question.** Two Ni–Cr–Al alloys with the same aluminium content but different chromium contents are joined and annealed. Aluminium, uniform at the start, develops a minimum on one side of the joint and a maximum on the other. If its flux is divided by its own concentration gradient, the resulting diffusivity grows without limit near each extremum and returns with the opposite sign. Why does this happen, when the diffusion matrix of the alloy is finite and well behaved at that composition?

**The mechanism**

Aluminium is driven by two gradients, its own and that of chromium. At an aluminium extremum its own gradient is zero, but the chromium gradient still moves aluminium through the plane. The effective diffusivity assigns this whole flux to a gradient that is not there. A nonzero flux is divided by a slope that passes through zero, so the quotient diverges. The slope has opposite signs on the two sides while the flux keeps its sign, so the quotient changes sign.

Let component 1 be Al, component 2 Cr, and Ni the dependent component. The alloy is a single phase of constant molar volume, and fluxes are measured in the volume-fixed frame. A prime means ∂/∂x at fixed time. The flux law is

J₁ = −D₁₁C₁′ − D₁₂C₂′
J₂ = −D₂₁C₁′ − D₂₂C₂′.

"Regular" means here that the entries D_ij are finite and smooth and that the matrix D has positive eigenvalues. The effective binary diffusivity of component 1 is defined by writing its flux as if it diffused alone, J₁ = −D_eff C₁′. Hence

D_eff = −J₁/C₁′ = D₁₁ + D₁₂ C₂′/C₁′.

The coefficients on the right are regular. The ratio of slopes is not a property of the material, and it is the part that can diverge.

**The form of the singularity**

Let C₁ have an extremum at x_m, and put s = x − x_m. If C₁″(x_m) ≠ 0, then near the extremum

C₁′ = C₁″(x_m) s + O(s²),
J₁ = −D₁₂C₂′(x_m) + O(s).

The second line holds because the D₁₁ term vanishes with C₁′. Dividing, and keeping the minus sign of the definition,

D_eff = R/s + O(1), R = D₁₂C₂′(x_m)/C₁″(x_m).

This is a simple pole, with opposite signs on its two sides. The reciprocal, 1/D_eff = −C₁′/J₁, passes smoothly through zero, because its denominator is finite and nonzero.

The sign change does not need C₁″ ≠ 0. It is enough that J₁ is continuous and nonzero at x_m and that C₁′ changes sign there. What remains is to see why J₁(x_m) should be nonzero.

**Why the flux does not vanish there**

Take a step couple: two uniform halves joined at x = 0 and thick enough to act as infinite. The problem contains no length of its own, so the concentrations depend on x and t through x/√t alone. Differentiating a function of x/√t gives

∂C₁/∂t = −(x/2t) C₁′.

Conservation requires ∂C₁/∂t = −J₁′. Therefore

J₁′ = (x/2t) C₁′,

and, since the flux vanishes far to the left,

J₁(x) = (1/2t) ∫ x̃ C₁′(x̃) dx̃, from −∞ to x.

This is the Boltzmann–Matano inversion: it gives the flux from the measured profile without any knowledge of D. Its origin is the Matano plane, where ∫x dC over the whole profile is zero. Moving the origin by δ changes that integral by −δ times the total concentration step. For aluminium with equal ends the step is zero, so the plane must be located from chromium or nickel.

Suppose now that a scalar law with a finite, continuous, positive D(x) described component 1. Then C₁′ = −J₁/D, and the relation for J₁′ becomes

J₁′ = −(x/2Dt) J₁.

This is a linear first-order equation. Zero slope at x_m would mean J₁(x_m) = 0, and its solution would then be J₁ = 0 everywhere: a flat profile. A regular scalar diffusivity cannot produce an extremum in a step couple, even if it varies along the profile. Once an extremum exists, D_eff must fail to be regular.

For two components, insert C′ = −D⁻¹J in the same way:

J′ = −(x/2t) D⁻¹J,

where J and C′ are columns. If C₁′ and C₂′ vanished at the same point, both fluxes would vanish there, and by uniqueness everywhere. So C₂′(x_m) ≠ 0 at every extremum of C₁ in a nontrivial step couple, and J₁(x_m) = −D₁₂C₂′(x_m) is nonzero unless D₁₂ vanishes at that composition.

In that special case there is no pole. Since J₁ = 0 at x_m, integrating J₁′ ≈ (x_m/2t)C₁″s gives J₁ ≈ (x_m/4t)C₁″s², and D_eff ≈ −(x_m/4t)s. For x_m ≠ 0 and C₁″ ≠ 0 it passes through zero instead.

**A solvable case: constant D**

Let the eigenvalues be d₁ > d₂ > 0. The matrices

P₁ = (D − d₂I)/(d₁ − d₂), P₂ = (d₁I − D)/(d₁ − d₂)

split D as d₁P₁ + d₂P₂, with P₁ + P₂ = I. Each part P_kC obeys an ordinary diffusion equation with diffusivity d_k, whose step solution has a Gaussian slope. With ΔC = C(right) − C(left),

C₁′ = aG₁ + bG₂, J₁ = −(a d₁G₁ + b d₂G₂),
G_k = exp(−x²/4d_kt)/√(4πd_kt),
a = [(D₁₁ − d₂)ΔC₁ + D₁₂ΔC₂]/(d₁ − d₂), b = ΔC₁ − a.

Setting C₁′ = 0 gives aG₁ = −bG₂. Collecting the exponentials on one side,

exp[(x_m²/4t)(1/d₂ − 1/d₁)] = −(b/a)√(d₁/d₂),

x_m² = 4t ln[−(b/a)√(d₁/d₂)]/(1/d₂ − 1/d₁).

For equal Al contents, ΔC₁ = 0 and b = −a. The argument of the logarithm is then √(d₁/d₂) > 1, so for D₁₂ΔC₂ ≠ 0 there is an extremum on each side of the joint.

Two limits show the range of D_eff in this case. At x = 0, G_k is proportional to 1/√d_k, so

D_eff(0) = (√d₁ − √d₂)/(1/√d₁ − 1/√d₂) = −√(d₁d₂) = −√det D.

Far from the joint G₂/G₁ → 0, and D_eff → d₁. One profile thus yields a negative value at the centre, a pole, and a positive eigenvalue in the tail, all from one constant matrix.

**Numbers for a Ni–Cr–Al couple**

Take D₁₁ = 0.020, D₁₂ = D₂₁ = 0.006 and D₂₂ = 0.010 µm²/s. Both halves contain 6 at% Al; Cr is 20 at% on the left and 5 at% on the right, so ΔC₂ = −15 at%. The anneal lasts 100 h, or 360 000 s. The eigenvalues are 0.02281 and 0.00719 µm²/s, and

a = 0.006 × (−15)/0.01562 = −5.76 at%, b = +5.76 at%.

With √(d₁/d₂) = 1.781, whose logarithm is 0.577, and 1/d₂ − 1/d₁ = 95.2 s/µm²,

x_m² = 4 × 360 000 × 0.577/95.2 ≈ 8730 µm², x_m = 93.4 µm.

The maximum lies on the right, at 6.78 at% Al and 6.82 at% Cr. The chromium slope there is −0.0358 at%/µm, so

J₁(x_m) = −0.006 × (−0.0358) = 2.148 × 10⁻⁴ at% µm/s.

As a test, the conservation laws were solved numerically and the flux was extracted from the resulting profile by the Matano integral. It gave the same value to four digits. With C₁″ = −1.699 × 10⁻⁴ at%/µm²,

R = 0.006 × (−0.0358)/(−1.699 × 10⁻⁴) = 1.26 µm³/s.

Since R is positive, D_eff is negative just inside the maximum and positive just outside. The inverted profile gives −0.36 µm²/s at 90 µm and +0.36 µm²/s at 97 µm. So near the pole the third digit depends on the 1 µm grid: the closed form gives −0.361 and +0.362, the grid −0.362 and +0.361. The magnitude exceeds ten times D₁₁ between 87.3 and 100.0 µm. At the centre D_eff is −0.0128 µm²/s (−1.28 × 10⁻¹⁰ cm²/s), and at 300 µm it is +0.0229 µm²/s, close to d₁.

The signs have a direct reading. Chromium flows to the right, down its gradient, and because D₁₂ > 0 it drives aluminium the same way. Aluminium is depleted on the left and accumulates on the right, so between the extrema its concentration rises to the right. Its own gradient then pushes it back, but too weakly to reverse the flux: with b = −a and a < 0, J₁ = |a|(d₁G₁ − d₂G₂), which is positive everywhere because d₁G₁/(d₂G₂) ≥ √(d₁/d₂) > 1. Between the extrema aluminium therefore moves up its own gradient, and D_eff is negative. Beyond the maximum both gradients drive it to the right, and D_eff is positive.

**The matrix can still be measured there**

The value of D_eff belongs to a couple, not to a composition. Consider couple B, with 3.78 and 9.78 at% Al in its halves and 6.82 at% Cr in both. For constant D its midpoint has the mean composition, which is that of the aluminium maximum in the first couple, A. The slopes at the midpoint of B are 0.0213 at%/µm for Al and −0.0056 at%/µm for Cr, and the Al flux is −3.924 × 10⁻⁴ at% µm/s. Its effective Al diffusivity is 3.924 × 10⁻⁴/0.0213 = 0.0184 µm²/s. At the same composition couple A gives a pole.

Together the two couples determine the aluminium row of D. Couple A, with zero Al slope, isolates the cross coefficient:

D₁₂ = 2.148 × 10⁻⁴/0.0358 = 0.0060 µm²/s.

Couple B then gives

D₁₁ = (3.924 × 10⁻⁴ + 0.0060 × 0.0056)/0.0213 = 0.0200 µm²/s.

The chromium fluxes give the second row in the same way. The inversion requires the determinant of the four slopes, C₁′(A)C₂′(B) − C₁′(B)C₂′(A), to be nonzero. The first product vanishes at the extremum, but the second does not. At the extremum D₁₂ thus follows from one couple, but only as well as the extremum can be located, and the maximum is flat. In couple A an error of 10 µm in its position changes the Al content by less than 0.01 at%, yet it changes −J₁/C₂′ from 0.0060 to 0.0051 µm²/s inside the maximum or 0.0070 µm²/s outside it. With measured profiles the Al slope must be fitted and kept in the inversion.

**When the rule fails**

Besides D₁₂ = 0, there are two kinds of exception to the pole with a sign change.

First, both gradients may vanish together. The similarity argument forbids this in a step couple, but not for other initial conditions. At the centre of a symmetric layer, C₁′ ≈ C₁″s and C₂′ ≈ C₂″s, so for C₁″ ≠ 0

D_eff → D₁₁ + D₁₂C₂″/C₁″,

which is finite. For a layer 80 µm wide, with 2 at% more Al and 3 at% less Cr than its surroundings, the same D and anneal give 0.0081 µm²/s. A flux found from mass balance near the centre gives the same value.

Second, the slope may touch zero without changing sign. Let q = ΔC₁/ΔC₂ in a step couple with constant D. Since G₁/G₂ increases with |x|, the sum aG₁ + bG₂ has at most one zero for x > 0. It has one when the slope at the centre and the slope in the tail have opposite signs. The tail has the sign of a, which vanishes at q = −D₁₂/(D₁₁ − d₂). The central slope vanishes when a√d₂ + b√d₁ = 0. Inserting a and b and dividing by common factors, with d₁ + d₂ = D₁₁ + D₂₂, turns this into

q(D₂₂ + √det D) − D₁₂ = 0.

For the present matrix extrema therefore require −0.468 < q < 0.263. At the upper limit the two extrema merge into a horizontal inflection at x = 0. There b = −a√(d₂/d₁), and with E_k = exp(−x²/4d_kt)

D_eff = (d₁E₁ − d₂E₂)/(E₁ − E₂) ≈ 4t det D/x²,

because the numerator tends to d₁ − d₂ and the denominator to x²(d₁ − d₂)/(4t d₁d₂). This diverges but is positive on both sides. At x = ±10 µm the asymptotic form gives 2.362 µm²/s and the full expression 2.377 µm²/s; inversion of the profile on a 1 µm grid gives 2.375 µm²/s.

**A negative value is not an instability**

In a scalar diffusion equation a negative diffusivity would amplify a ripple of wavenumber k by exp(|D_eff|k²τ) in a time τ. The alloy instead obeys the matrix law: a ripple much shorter than the diffusion zone evolves approximately by exp(−Dk²τ), with D taken at the local composition, and positive eigenvalues make both of its modes decay. An aluminium ripple of wavelength 20 µm was placed at the centre of the couple, where D_eff < 0, in a simulation with the composition-dependent cross terms described below. After 500 s its amplitude had fallen to about 0.4 of its initial value. The matrix law predicts 0.39; the scalar law predicts growth by a factor of 1.9.

**How far the example resembles a real couple**

The parameters are rough round values in the regime of the gamma phase of Ni–Cr–Al near 1100 °C, where diffusivities are of order 10⁻¹⁰ cm²/s. This regime matters for interdiffusion between coatings and nickel alloys. The assumption most clearly broken in a real alloy is constant D: a cross coefficient must vanish when the component it transports is absent. Taking D₁₂ proportional to the Al content and D₂₁ to the Cr content, with the same values at the mean composition, moves the maximum from 93.4 to 100.6 µm and raises its flux by about 3 %; the minimum moves from −93.4 to −86.7 µm, so the profile is no longer symmetric. The pole and the sign change remain, and the smallest eigenvalue along the profile is 0.0059 µm²/s.

Rough lattice-expansion values give a molar-volume change of 1.4 % across the couple. Converting the computed at% profile to volume concentration with these values shifts its aluminium maximum by about 1.3 µm. A furnace error of 5 K, with a rough activation energy of 270 kJ/mol, changes D by about 9 % and the position by about 4 %. For halves 1 mm thick the end effect is negligible. Variation of D₁₁ and D₂₂, pores and precipitation of a second phase are not included. The numerical output below gives the values in full.

Calculated quantities

```
INPUT D_AlAl, D_AlCr [um^2/s]: 0.02 0.006
INPUT D_CrAl, D_CrCr [um^2/s]: 0.006 0.01
INPUT left Al, Cr [at%]: [ 6. 20.]  right: [6. 5.]
INPUT anneal time: 360000 s = 100 h
eigenvalues of D: 0.02281, 0.00719 um^2/s
sqrt(det D): 0.01281 um^2/s
Gaussian weights a, b: -5.762, 5.762 at%
largest profile error, simulation-formula: 8.1e-05 at%
Al maximum, formula: x = 93.42 um; simulation: 93.42 um
composition there: Al 6.783, Cr 6.823 at%
Cr slope there: -0.03580 at%/um
Al curvature there: -1.6994e-04 at%/um^2
Al flux there, Matano: 2.1479e-04 at% um/s
Al flux there, -D12*C2': 2.1480e-04 at% um/s
pole strength R, Matano: 1.2639 um^3/s
pole strength R, formula: 1.2639 um^3/s
D_eff(Al) at x =   0 um: -0.01281 um^2/s
D_eff(Al) at x =  50 um: -0.02346 um^2/s
D_eff(Al) at x =  90 um: -0.36162 um^2/s
D_eff(Al) at x =  97 um: +0.36135 um^2/s
D_eff(Al) at x = 150 um: +0.03332 um^2/s
D_eff(Al) at x = 300 um: +0.02288 um^2/s
D_eff(Al) at x = 0: -1.281e-10 cm^2/s
|D_eff| > 10 D_AlAl from 87.3 to 100.0 um
Al = 6.5 at% at x = 39.1 um: D_eff -0.01843 um^2/s
Al = 6.5 at% at x = 166.3 um: D_eff +0.02906 um^2/s
couple B ends, Al: 3.783, 9.783 at%
couple B slopes at crossing: [ 0.0213 -0.0056] at%/um
couple B fluxes at crossing: [-3.92429225e-04 -7.17738107e-05] at% um/s
couple B D_eff(Al) at same composition: 0.01842 um^2/s
recovered D, row Al: [0.02  0.006] um^2/s
recovered D, row Cr: [0.006 0.01 ] um^2/s
step ratio dAl/dCr for extrema: -0.468 to 0.263
merged extrema, D_eff at -10, +10 um: 2.375, 2.375 um^2/s
merged extrema, 4 t det D/x^2: 2.362 um^2/s
symmetric layer added Al, Cr: [ 2. -3.] at%, width 80.0 um
symmetric layer D_eff near centre: 0.00812 um^2/s
symmetric layer, curvature formula: 0.00812 um^2/s
varying D: Al maximum 6.789 at% at 100.56 um
varying D: Al flux there 2.2190e-04 at% um/s
varying D: smallest eigenvalue 0.00591 um^2/s
ripple wavelength 20.0 um, waiting time 500.0 s
ripple factor: simulated 0.398, matrix 0.392, scalar 1.896
no cross term: D_eff from 0.00945 to 0.03036 um^2/s for |x| <= 120 um
rough lattice inputs Ni, Al, Cr: 3.52, 0.18, 0.11 angstrom
molar-volume change across couple: 1.41 %
shift of Al maximum by molar volume: +1.31 um
end effect for 1000 um halves, erfc: 6.0e-15
rough activation energy: 270 kJ/mol
5 K error at 1373 K: D 8.6 %, position 4.3 %
```
